# Density of States and Wigner Delay from the Scattering Determinant, part 2

How are the delay of scattered electrons and the change in density of states obtained from the scattering matrix $S$? Non-interacting electrons of effective mass $m$ move along $x$ in a strip with hard walls at $y=0,W$. The Hamiltonian is $H=-\frac{\hbar^2}{2m}\nabla^2+V(x,y)$, with $V$ real, static, bounded and negligible far from $x=0$. Energies are in meV, lengths in nm and times in fs.

Transverse mode $n$ opens at

$$E_n=\frac{\hbar^2\pi^2n^2}{2mW^2}.$$

A channel is one open mode in one lead; $N$ open modes give $M=2N$ channels. Channel $n$ has wave number $k_n$, speed $v_n=\hbar k_n/m$ and kinetic energy $\varepsilon_n=E-E_n$. Time dependence is $e^{-iEt/\hbar}$, $s=|x|$ is the outward distance, and phases are referred to $x=0$. $S_{ba}$ is the flux-normalized amplitude from channel $a$ to channel $b$, and $S^\dagger S=1$. The determinant phase $\theta$, delay matrix $Q$ and mean Wigner delay $\tau_W$ are defined by

$$\det S=e^{i\theta},\qquad Q=-i\hbar S^\dagger\frac{dS}{dE},\qquad \tau_W=\frac{1}{M}\operatorname{Tr}Q. \tag{2}$$

For scattering states $\psi_a$ with unit incoming current in channel $a$, and $X$ outside the scatterer,

$$\sum_a\int_{|x|<X}|\psi_a|^2=\operatorname{Tr}Q+\sum_n\frac{2X}{v_n}+\sum_n\frac{\hbar}{2\varepsilon_n}\mathrm{Im}(S_{nn}e^{2ik_nX}). \tag{8}$$

This leaves out closed modes, which contribute minus the weight of their evanescent tails beyond $X$. The density of states with $V$ minus that of the clean strip, smoothed in energy as $X\to\infty$, is, away from thresholds,

$$\boxed{\Delta\rho(E)=\frac{1}{2\pi i}\frac{d}{dE}\ln\det S=\frac{1}{2\pi}\frac{d\theta}{dE}=\frac{\operatorname{Tr}Q}{2\pi\hbar}=\frac{M\tau_W}{2\pi\hbar}.} \tag{10}$$

A degeneracy $g$ multiplies $\Delta\rho$ but not $\tau_W$.

For one mode, $r$ and $t=|t|e^{i\phi_t}$ are the reflection and transmission amplitudes. With $N_b$ bound states, $\phi_t(0)-\phi_t(\infty)=\pi(N_b-\frac12)$. The test well in the numerical output, 60 meV deep and 8 nm wide with $m=0.5\,m_e$, checks this relation.

### 8. Why the diagonal of $Q$ is a delay

Write $S_{ba}=|S_{ba}|e^{i\phi_{ba}}$. Then

$$S_{ba}^*\frac{dS_{ba}}{dE}=\frac12\frac{d|S_{ba}|^2}{dE}+i|S_{ba}|^2\frac{d\phi_{ba}}{dE}.$$

On summing over $b$ the first term vanishes, since $\sum_b|S_{ba}|^2=1$. Hence

$$Q_{aa}=\hbar\sum_b|S_{ba}|^2\frac{d\phi_{ba}}{dE}. \tag{12}$$

Each exit $b$ contributes its phase-derivative time, weighted by the probability of leaving there.

To connect this with a clock, send in a packet in channel $a$ with energy amplitude $a(E)$ and $\int|a|^2dE=1$. In exit $b$, at distance $s$, the energy amplitude is

$$f_b(E)=a(E)S_{ba}(E)e^{ik_bs}.$$

For a packet narrow in energy, the outgoing current is $|F_b(t)|^2$, where

$$F_b(t)=\frac{1}{\sqrt{2\pi\hbar}}\int f_b(E)e^{-iEt/\hbar}\,dE.$$

Multiplication by $t$ acts on the exponential as $i\hbar\,\partial_E$. Integration by parts turns it into $-i\hbar\,\partial_E$ acting on $f_b$. The mean passage time is therefore

$$\bar t=\sum_b\int f_b^*(-i\hbar\,\partial_E)f_b\,dE$$
$$=\int a^*(-i\hbar\,\partial_E)a\,dE+\int|a|^2\left[Q_{aa}+\sum_b|S_{ba}|^2\frac{s}{v_b}\right]dE. \tag{13}$$

The first term is the time at which the incoming packet, continued freely, would reach $x=0$. The last is free flight from $x=0$ to the detector. $Q_{aa}$ is what remains: the delay averaged over all exits. Averaging over the $M$ incoming channels with equal weight gives $\tau_W$. An individual exit can have a quite different phase time, and $\tau_W$ is not the delay of transmitted electrons alone.

For one mode there is an equivalent statement about position that does not need a narrow energy spread. Let the incoming packet have wave-number amplitude $A(k)$. At late times the outgoing amplitude in lead $b$ is $B_b=A\,S_{ba}e^{-iEt/\hbar}$, and $s$ acts on it as $i\,\partial_k$. Use $dE/dk=\hbar v$:

$$i\,\partial_kB_b=e^{-iEt/\hbar}\left[iS_{ba}\frac{dA}{dk}+vt\,AS_{ba}+i\hbar v\,A\frac{dS_{ba}}{dE}\right].$$

Multiply by $B_b^*$, sum over $b$ and integrate over $k$. Since $i\hbar(S^\dagger dS/dE)_{aa}=-Q_{aa}$,

$$\langle s\rangle=x_0+\langle v\rangle t-\langle vQ_{aa}\rangle, \tag{14}$$

where $x_0$ is the mean position at $t=0$, measured from $x=0$ along the direction of incidence and so negative before the collision, and the averages use $|A(k)|^2$. A delayed packet is behind its free partner by $\langle vQ_{aa}\rangle$.

This was tested by propagating a packet in time through the two barriers of section 11, keeping the lowest mode alone. The packet had a central kinetic energy of 29.80 meV and a position spread of 25 nm. After the collision its mean outward distance differed from free motion by $-27.95$ nm. Equation (14), with $Q$ computed from $S$, gives $-27.95$ nm.

### 9. Negative delay and its limit

Nothing requires $\operatorname{Tr}Q$ to be positive. It compares the scattering system with the clean strip, and a barrier can exclude electrons from space they would otherwise occupy.

Two hard walls at $x=\pm d/2$ show this in one mode. A wave from either side must vanish at $s=d/2$, so $r=-e^{-ikd}$ and $\hbar\,d\phi_r/dE=-d/v$, with $\phi_r$ the phase of $r$. The sum over the two sides is $-2d/v$. The electrons turn back before crossing the length $d$, and that free-flight time is missing. The discrete levels trapped between the walls are counted separately.

The deficit is limited. The total density in (8), with any evanescent tail restored, cannot be negative. If the potential vanishes beyond $s=X_0$, then taking $X=X_0$ and $|S_{nn}|\le1$ gives

$$\operatorname{Tr}Q\ge-\sum_n\left(\frac{2X_0}{v_n}+\frac{\hbar}{2\varepsilon_n}\right).$$

For the lowest mode of the example's barriers alone, at a kinetic energy of 18 meV, the result is $\operatorname{Tr}Q=-154$ fs. The speed there is 0.1125 nm/fs. Hard walls 10 nm apart would give $-2(10)/0.1125=-178$ fs, a deficit of similar size.

### 10. A resonance

Continue $S$ to complex energy. Unitarity on the real axis becomes $\det S(E)\,[\det S(E^*)]^*=1$, so a pole at $E_r-i\Gamma/2$ is accompanied by a zero at $E_r+i\Gamma/2$. Near an isolated pole,

$$\det S=e^{i\theta_0(E)}\frac{E-E_r-i\Gamma/2}{E-E_r+i\Gamma/2},$$

where $\theta_0$ is the phase left by everything else. The logarithmic derivative of the fraction is

$$\frac{1}{E-E_r-i\Gamma/2}-\frac{1}{E-E_r+i\Gamma/2}=\frac{i\Gamma}{(E-E_r)^2+\Gamma^2/4}.$$

Consequently,

$$\operatorname{Tr}Q=\hbar\frac{d\theta_0}{dE}+\frac{\hbar\Gamma}{(E-E_r)^2+\Gamma^2/4}. \tag{15}$$

The peak of the pole term is $4\hbar/\Gamma$. Integrated over all energies and divided by $2\pi\hbar$ it gives 1, so a narrow resonance adds one state per spin-valley species. The decaying state has probability proportional to $e^{-\Gamma t/\hbar}$ and lifetime $\hbar/\Gamma$. For a given $\Gamma$ the peak of the pole term in $\operatorname{Tr}Q$ does not depend on the number of channels, but its average over channels does: the pole part of $\tau_W$ is $4\hbar/(M\Gamma)$.

### 11. Worked example: two line barriers in a narrow channel

The strip has $W=8$ nm and $m=0.5\,m_e$. Two smooth barriers cross it:

$$V=V_0\left[1+\beta\left(\frac{2y}{W}-1\right)\right]\left[e^{-(x-d/2)^2/2\sigma^2}+e^{-(x+d/2)^2/2\sigma^2}\right],$$

with $V_0=50$ meV, $\beta=0.4$, $d=10$ nm and $\sigma=1$ nm. The factor in $y$ makes the barriers 30 meV high at one edge and 70 meV at the other, and it mixes transverse modes. Four transverse modes are kept in the calculation.

With $\hbar^2/2m=0.0762\ \mathrm{eV\,nm^2}$ the first threshold is

$$E_1=0.0762\,\frac{\pi^2}{8^2}\ \mathrm{eV}=11.75\ \mathrm{meV}.$$

The next two are 47.00 and 105.76 meV. The example uses the peak at $E=76.65$ meV, the strongest between 65 and 95 meV. Modes 1 and 2 are open at this energy, so $M=4$. A narrower and much taller peak lies near 55 meV, outside that interval.

**The determinant.** Across an interval of 0.100 meV centred on the peak, $\theta$ increases by 0.107184 rad. With $\hbar=658.2$ meV fs,

$$\operatorname{Tr}Q\approx658.2\times\frac{0.107184}{0.100}\ \mathrm{fs}=705.5\ \mathrm{fs}.$$

A much smaller interval gives 705.7 fs. The difference is the curvature of the peak: averaging the pole term of (15) over the interval lowers it by the fraction $\frac43(0.05/3.42)^2$, or 0.2 fs. The main results are

$$\Delta\rho=\frac{705.7}{2\pi(658.2)}=0.171\ \mathrm{meV^{-1}},\qquad \tau_W=\frac{705.7}{4}=176\ \mathrm{fs}.$$

The density is per spin-valley state. In atomic units the delay is about 7290. With two degenerate spin-valley states the density change is $0.341\ \mathrm{meV^{-1}}$.

**The channels.** $Q_{aa}$ is 49 fs for incidence in mode 1 and 304 fs in mode 2, the same from either side because the barriers are mirror symmetric. The sum is $2(48.69+304.17)=705.7$ fs. The eigenvalues of $Q$, called proper delays, are $-54$, $-20$, 67 and 712 fs. One combination of incoming waves has a delay close to the whole trace. The other three nearly cancel in the sum, and two of them are advanced relative to free flight.

**The density in a region.** For $X=15$ nm, direct integration of the summed density gives 1404.1 fs. The free-flight time is 696.3 fs and the interference term 2.1 fs. Equation (8) requires

$$705.7+696.3+2.1=1404.1\ \mathrm{fs},$$

which is the integrated value. The interference term is 0.3% of $\operatorname{Tr}Q$ here; the bound on it, $\hbar/2\varepsilon_n$ per channel, rises toward a threshold.

**The pole.** A search at complex energy finds $E_r=76.66$ meV and $\Gamma=3.42$ meV. The lifetime is $658.2/3.42=192$ fs, and the pole term at its centre is $4\hbar/\Gamma=769.4$ fs. The background is $-63.7$ fs, which brings the total to 705.7 fs. At $E_r-\Gamma$ and $E_r+\Gamma$ the background is $-45$ and $-76$ fs, so it changes by 31 fs while the pole term falls to one fifth of its peak. The peak is therefore due to this pole, on a sloping negative background that also moves the maximum about 0.01 meV below $E_r$.

**Counting levels in a closed box.** Equation (10) was also tested without using scattering states. The levels of a closed strip 400 nm long were computed with and without the barriers. Each level was replaced by a Gaussian of standard deviation 2 meV, and the two sums were subtracted. The phase derivative was smoothed in the same way.

| Energy relative to peak | Box levels (eV⁻¹) | Determinant phase (eV⁻¹) |
|---|---:|---:|
| −5 meV | 17.70 | 17.70 |
| 0 | 97.67 | 97.67 |
| +5 meV | 11.47 | 11.47 |

The central value is below the unsmoothed $171\ \mathrm{eV^{-1}}$ because the smoothing is comparable with the resonance width.

### 12. The model beside a real channel

The parameters are rough values for a monolayer transition-metal-dichalcogenide transistor channel at low temperature, and they do not describe a particular compound. The 8 nm width was chosen so that only two modes are open at the resonance. A strip wider than about 9.4 nm has more open modes at the same energy, and the pole part of $\tau_W$ then falls as $1/M$ if $\Gamma$ is held fixed. The corrections below are estimates for this example's own numbers, each made with the other settings unchanged.

- **Temperature.** At 4 K the thermal window $3.5k_BT$ is 1.2 meV. Averaging over it lowers the peak density from 0.341 to $0.306\ \mathrm{meV^{-1}}$, or by 10%. At 300 K the window would be 75 times wider, about 90 meV, far beyond the resonance width.
- **Collisions.** A rough low-temperature mobility of $1000\ \mathrm{cm^2/Vs}$ corresponds to a relaxation time $m\mu/e=284$ fs, not much longer than the lifetime of 192 fs. Lorentzian broadening of width $\hbar/\tau=2.3$ meV, cut off and renormalized within a 34 meV window, lowers the peak to $0.201\ \mathrm{meV^{-1}}$, or by 41%. That window holds only 96% of the Lorentzian; without the renormalization the peak is about $0.192\ \mathrm{meV^{-1}}$, a reduction of 44%. The mobility measures momentum relaxation; if phase is lost sooner, the reduction is larger.
- **Spin splitting.** The degeneracy of 2 counts the lower spin-valley pair. An upper pair shifted by a rough 3 meV adds $0.068\ \mathrm{meV^{-1}}$ at the peak, or 20%.
- **Band shape.** For a rough gap of 1.8 eV the energy is 4% of the gap. In a two-band model the energy shift is of that relative order, roughly 2 to 3 meV. The position of the resonance is thus uncertain by an amount comparable with its width.
- **Charging.** A gate insulator 2 nm thick with relative permittivity 20, over the 80 nm² between the barrier centres, gives $e^2/C=23$ meV in the parallel-plate estimate. Fringing fields would lower this value, while the uneven density of the resonant state would raise it, so it is good only as an order of magnitude.

Charging is the most serious omission in this list, since its estimated energy is several times $\Gamma$. Once an electron occupies the resonance, the level seen by the next one may move by several widths, and a fixed potential $V$ no longer describes both. The calculated spectrum applies to dilute injection, with the resonance empty most of the time. The thermal window above, in contrast, is that of a Fermi edge at the peak energy. At that filling the leads of this model hold about $1.2\times10^{13}\ \mathrm{cm^{-2}}$ and about 8 electrons sit between the barrier centres, so $V$ would have to be a self-consistent, screened potential.

Two other approximations are small within the model. Keeping six transverse modes instead of four changes $\operatorname{Tr}Q$ by less than 0.1 fs. Scattering between valleys is negligible for these smooth barriers: for a rough lattice constant of 0.32 nm and a valley separation along $x$, their Fourier component at that separation is smaller than the long-wavelength one by a factor of order $10^{-37}$. That estimate does not carry over to atomically sharp side walls or to a grain boundary with atomic-scale structure.

Equation (10) itself also has limits. If electrons are absorbed or lose energy, the elastic $S$ is not unitary, $S^{-1}\neq S^\dagger$, and the determinant phase no longer counts states in this way. If $V$ depends on energy, differentiating $(H-E)\psi=0$ produces a further term $(\partial V/\partial E)\psi$, so $\operatorname{Tr}Q$ no longer measures the integral of $|\psi|^2$ alone.

The numerical output below lists the inputs and results at higher precision. Its thermally averaged, collision-broadened and upper-pair densities include the degeneracy of 2.

## Computed results

```
effective mass: 0.50 electron masses
strip width; barrier separation: 8.0; 10.0 nm
barrier Gaussian sigma: 1.0 nm
barrier mean height: 50.0 meV; edge skew: 0.40
first three thresholds: [ 11.751  47.004 105.758] meV
peak energy: 76.6465 meV; open channels: 4
energy interval for phase: 0.100 meV
determinant phase change in interval: 0.107184 rad
Tr Q from that interval: 705.501 fs
Tr Q at peak: 705.719 fs
mean Wigner delay: 176.430 fs
mean Wigner delay converted: 7293.8 atomic units
density change per spin-valley state: 0.17064 /meV
density change, degeneracy 2: 0.34128 /meV
channel delays L1 L2 R1 R2: [ 48.69 304.17  48.69 304.17] fs
proper delays: [-53.81 -19.56  66.81 712.28] fs
region |x| below 15.0 nm, summed density: 1404.080 fs
free-flight part: 696.285 fs
interference part: 2.076 fs
largest region identity error: 2.24e-04 fs
pole energy: 76.6567 meV; width: 3.4221 meV
pole lifetime: 192.34 fs; peak term: 769.36 fs
background at E_r-Gamma, E_r, E_r+Gamma: [-45.29 -63.67 -76.42] fs
closed box length: 400.0 nm; smoothing sigma: 2.0 meV
offset -5 meV: box 17.696, phase 17.696 /eV
offset +0 meV: box 97.669, phase 97.670 /eV
offset +5 meV: box 11.468, phase 11.468 /eV
one-mode kinetic energy 18 meV: Tr Q -154.276 fs
packet kinetic energy: 29.80 meV; width: 25.0 nm
packet outward shift: -27.951 nm
shift from delay matrix: -27.950 nm
test well depth: 60.0 meV; width: 8.0 nm
bound levels: 3; phase drop / pi: 2.49990
temperature: 4.0 K; 3.5 kT: 1.206 meV
thermally averaged density change: 0.30624 /meV
rough mobility: 1000 cm2/Vs; relaxation: 284.3 fs
collision energy width: 2.315 meV
collision-broadened density (34 meV window): 0.20076 /meV
rough spin splitting: 3.0 meV
added density from upper pair: 0.06813 /meV
rough gate insulator: 2.0 nm, relative permittivity 20
parallel-plate charging energy e^2/C: 22.62 meV
rough gap: 1.8 eV; energy/gap: 0.0426
rough lattice constant: 0.32 nm
intervalley Fourier factor: 6.2e-38
Tr Q with 4 modes; 6 modes: 705.719; 705.673 fs
```
